# Out-of-plane strain of a coherent cubic silicide film on (111)

In a slab calculation of a cubic silicide on silicon(111), the substrate fixes the in-plane cell, and the spacing of the film's (111) lattice planes must then be chosen. For the example below, the elastic answer for this orientation reduces this spacing by 1.02 %. The ratio valid for a (001) film would reduce it by 1.47 %, and the calculation would start from a film under false normal stress. The choice rests on the following theorem.

## Setting and statement

A cubic film of lattice parameter $a_f$ lies on a thick cubic substrate of lattice parameter $a_s$, with (111) planes parallel to the interface and unit normal $n=(1,1,1)/\sqrt3$ in the cube axes. The assumptions are these.

1. The film is coherent: its in-plane lattice is stretched to that of the substrate, equally in all in-plane directions. Relative to the unstrained film, this strain is
$$e_\parallel=\frac{a_s-a_f}{a_f}. \tag{1}$$
2. The top surface is free of force, and the film is uniform. Force balance then makes the traction $\sigma n$ vanish throughout the film.
3. Strains are small, and Hooke's law holds with constants $C_{11},C_{12},C_{44}$.
4. The unstrained crystal is stable: $C_{11}>C_{12}$, $C_{11}+2C_{12}>0$ and $C_{44}>0$.

Tension is positive. Shear strains are tensor components, so that $\sigma_{xy}=2C_{44}\varepsilon_{xy}$. The abbreviation $B=C_{11}+2C_{12}$ is three times the bulk modulus $K$.

**Theorem.** The strain along the normal is
$$e_\perp=-P\,e_\parallel,\qquad P=\frac{2(C_{11}+2C_{12}-2C_{44})}{C_{11}+2C_{12}+4C_{44}}, \tag{2}$$
there is no out-of-plane shear, and the in-plane stress is
$$\sigma_\parallel=M e_\parallel,\qquad M=\frac{6C_{44}(C_{11}+2C_{12})}{C_{11}+2C_{12}+4C_{44}}. \tag{3}$$

Two combinations of the three constants enter, $C_{11}+2C_{12}$ and $C_{44}$. The first lemma shows why.

## Lemma 1: traction of a shear-free trial strain

*Let the strain be $e_\parallel$ in the plane and $e_\perp$ along $n$, without out-of-plane shear. Then the traction on the film plane is parallel to $n$.*

**Proof.** The projector on the plane is $I-nn^T$, so
$$\varepsilon=e_\parallel(I-nn^T)+e_\perp nn^T=e_\parallel I+(e_\perp-e_\parallel)nn^T. \tag{4}$$
Every element of $nn^T$ is $1/3$. In cube axes all diagonal strains therefore equal $e$, and all off-diagonal strains equal $s$:
$$e=e_\parallel+\frac{e_\perp-e_\parallel}{3}=\frac{2e_\parallel+e_\perp}{3},\qquad s=\frac{e_\perp-e_\parallel}{3}. \tag{5}$$
Hooke's law gives each diagonal stress as $d=C_{11}e+C_{12}e+C_{12}e=Be$, and each off-diagonal stress as $o=2C_{44}s$. Each row of $\sigma$ holds one $d$ and two $o$, and the components of $n$ are equal, so
$$\sigma n=(d+2o)\,n. \qquad\blacksquare \tag{6}$$

The difference $C_{11}-C_{12}$ resists unequal stretching of the cube axes. Here the three axes are equally inclined to the normal and stretch equally, so this resistance is not called upon.

## Lemma 2: uniqueness

*For a given in-plane strain, exactly one set of out-of-plane strains makes the traction vanish, and it minimizes the elastic energy.*

**Proof.** Two strains with the same in-plane part differ in three components: two shears and the normal strain. Any such difference can be written with a vector $w$ as
$$\delta\varepsilon=\tfrac12(wn^T+nw^T). \tag{7}$$
For any strain, cubic Hooke's law reads
$$\sigma=C_{12}\,\mathrm{tr}(\varepsilon)I+2C_{44}\varepsilon+(C_{11}-C_{12}-2C_{44})D(\varepsilon), \tag{8}$$
where $D$ keeps the diagonal elements in cube axes. For $\delta\varepsilon$ the three parts needed are
$$\mathrm{tr}(\delta\varepsilon)=w\cdot n,\qquad \delta\varepsilon\,n=\tfrac12[w+(w\cdot n)n],\qquad [D(\delta\varepsilon)n]_i=w_in_i^2=\tfrac13w_i.$$
The change in traction is therefore
$$Qw=C_{12}(w\cdot n)n+C_{44}[w+(w\cdot n)n]+\tfrac13(C_{11}-C_{12}-2C_{44})w. \tag{9}$$
For $w=n$ the factor multiplying $w$ is
$$C_{12}+2C_{44}+\tfrac13(C_{11}-C_{12}-2C_{44})=\tfrac13(C_{11}+2C_{12}+4C_{44}),$$
and for $w$ perpendicular to $n$ it is
$$C_{44}+\tfrac13(C_{11}-C_{12}-2C_{44})=\tfrac13(C_{11}-C_{12}+C_{44}).$$
Both are positive by assumption 4. Thus $Q$ is invertible, and the condition of zero traction has one solution.

The energy density is $U=\tfrac12\sum_{ij}\sigma_{ij}\varepsilon_{ij}$. A small change $dw$ alters it by $dU=\sum_{ij}\sigma_{ij}\,d\varepsilon_{ij}=dw\cdot\sigma n$. The energy is therefore stationary where the traction vanishes. Its second-order part, $\tfrac12w\cdot Qw$, is positive, so the stationary point is the minimum. $\blacksquare$

## Proof of the theorem

By Lemma 1, the shear-free strain has zero traction if $d+2o=0$. Inserting (5) and multiplying by 3 gives
$$B(2e_\parallel+e_\perp)+4C_{44}(e_\perp-e_\parallel)=0. \tag{10}$$
Collecting terms,
$$(B+4C_{44})e_\perp=-(2B-4C_{44})e_\parallel,$$
which is (2). Lemma 2 shows that no other solution exists, so the absence of shear is a result rather than an extra assumption.

For the stress, write $\sigma=(d-o)I+3o\,nn^T$. An in-plane vector is orthogonal to $n$, so the in-plane stress is $d-o$. Since $o=-d/2$, it equals $\tfrac32d$. From (2),
$$2e_\parallel+e_\perp=\left[2-\frac{2(B-2C_{44})}{B+4C_{44}}\right]e_\parallel=\frac{12C_{44}}{B+4C_{44}}e_\parallel. \tag{11}$$
Hence $d=\tfrac13B(2e_\parallel+e_\perp)=4BC_{44}e_\parallel/(B+4C_{44})$, and $\tfrac32d$ is (3). $\blacksquare$

The formulas were tested against a separate solution in which the full stiffness tensor was rotated to the film frame and all three out-of-plane strains were left free. For 200 random stable crystals the largest difference in $P$ was $9\times10^{-16}$, which is rounding error.

## Corollary 1: the isotropic limit

An isotropic solid obeys $2C_{44}=C_{11}-C_{12}$. Then
$$B-2C_{44}=C_{11}+2C_{12}-C_{11}+C_{12}=3C_{12},$$
$$B+4C_{44}=C_{11}+2C_{12}+2C_{11}-2C_{12}=3C_{11},$$
and (2) becomes $P=2C_{12}/C_{11}$.

Poisson's ratio $\nu$ is defined by a bar pulled along $x$ with free sides, for which $\varepsilon_y=\varepsilon_z=-\nu\varepsilon_x$. Zero stress along $y$ requires
$$C_{12}\varepsilon_x-\nu(C_{11}+C_{12})\varepsilon_x=0,\qquad\text{so}\qquad \nu=\frac{C_{12}}{C_{11}+C_{12}}.$$
Since $1-\nu=C_{11}/(C_{11}+C_{12})$, division gives $C_{12}/C_{11}=\nu/(1-\nu)$, and
$$P=\frac{2\nu}{1-\nu}. \tag{12}$$

## Corollary 2: bounds and change of sign

With $x=C_{44}/B>0$,
$$P=\frac{2-4x}{1+4x}=-1+\frac{3}{1+4x}. \tag{13}$$
As $x$ grows from zero to infinity, $P$ falls steadily from 2 to $-1$, without reaching either value in a stable crystal.

Near $P=2$ the trigonal shear costs almost nothing, and the film keeps its volume. Near $P=-1$ that shear is prohibitively stiff, and the film expands equally in all directions. At $C_{44}=B/2$ the normal strain vanishes, and above this value a stretched film becomes thicker.

## Remark: comparison with (001)

For a (001) film the strain is diagonal in cube axes, with entries $e_\parallel,e_\parallel,e_\perp$. Zero normal stress requires $2C_{12}e_\parallel+C_{11}e_\perp=0$, so $P_{001}=2C_{12}/C_{11}$. This has the same form as the isotropic result, but it holds for any cubic crystal.

Let $C'=(C_{11}-C_{12})/2$. Then $3C_{11}=B+4C'$ and $3C_{12}=B-2C'$. Both orientations therefore obey
$$P=\frac{2(3K-2G_{\rm eff})}{3K+4G_{\rm eff}},\qquad G_{\rm eff}=\begin{cases}C_{44}&(111)\\ C'&(001).\end{cases} \tag{14}$$
As regards $P$, the (111) film behaves like an isotropic solid with bulk modulus $K$ and shear modulus $C_{44}$. At fixed $K$, the orientation with the larger effective shear modulus has the smaller $P$.

## Worked example

The parameters are round values: $C_{11},C_{12},C_{44}=230,140,80$ GPa, $a_f=0.5365$ nm, $a_s=0.5430$ nm, and a film thickness of $h=2$ nm. Equation (1) gives
$$e_\parallel=\frac{0.5430-0.5365}{0.5365}=1.212\,\%.$$
With $B=510$ GPa,
$$P=\frac{2(510-160)}{510+320}=0.843,\qquad e_\perp=-0.843\times1.212\,\%=-1.02\,\%.$$
The volume rises by $2e_\parallel+e_\perp=1.40\,\%$, so the film is far from volume-conserving. The stress follows from
$$M=\frac{6\times80\times510}{830}=295\ \text{GPa},\qquad \sigma_\parallel=294.9\times0.01212=3.57\ \text{GPa}.$$

The in-plane lattice shared with the substrate keeps the (111) planes parallel to the interface, and their spacing is
$$\frac{a_f}{\sqrt3}(1+e_\perp)=0.3098\times(1-0.0102)=0.3066\ \text{nm}=3.066\ \text{Å}.$$
This is 2.21 % below the substrate spacing of 0.3135 nm. A diffraction measurement referred to the substrate would give the latter difference. It contains the smaller natural spacing of the film as well as its elastic compression, and must not be read as $e_\perp$.

The spacing found here is the repeat distance of the lattice planes. In a silicide each repeat holds several atomic planes. Their separations within the repeat can adjust further and must be relaxed in the calculation, because the strain alone does not fix them.

The cube edges also cease to be perpendicular. The deformed edges are along $(1+e,s,s)$ and $(s,1+e,s)$, and the cosine of their angle is $2s$ to first order. The angle is thus $90^\circ$ minus $2s$ in radians. Here $s=(-1.022-1.212)\,\%/3=-0.745\,\%$, which gives 90.85°.

For the same constants $P_{001}=2\times140/230=1.217$, so using it on (111) overstates the compression by 44 % of its correct value. Equation (14) traces this to $C'=45$ GPa standing in place of $C_{44}=80$ GPa.

An orientation-averaged Poisson ratio does better, though not well. The Voigt average has the shear modulus $G=(C_{11}-C_{12}+3C_{44})/5=66$ GPa. Put into (14), this gives 0.977, which is 16 % too high.

If $C_{11}$ and $C_{12}$ are changed to 250 and 130 GPa, with $B$ and $C_{44}$ held fixed, the (111) ratio stays at 0.843 while the (001) ratio falls to 1.040.

## Where the result fails, and by how much

**Larger strain.** Keeping the same constants but using an energy quadratic in the finite (Green) strain changes $e_\perp$ from $-1.022\,\%$ to $-1.033\,\%$. An energy quadratic in the logarithmic strain would instead give $-1.011\,\%$, so the sign of this geometric correction depends on the strain measure chosen. The constants themselves also vary with strain. If each changes independently by 6.1 %, a rough assumption of five times $e_\parallel$, $P$ ranges from 0.76 to 0.93, about 10 % either way. This uncertainty exceeds the geometric correction, and for a real film even the second digit of $P$ is uncertain.

**Miscut.** For a surface tilted by 4° toward or away from $[11\bar2]$, with equal in-plane strain retained, $P$ rises to about 0.848, an increase of half a percent. A tensor shear strain of up to 0.07 % appears. The film's (111) planes also tilt by about 0.09° against those of the substrate. This tilt comes almost entirely from the different plane spacings of film and substrate, which must match along the miscut surface, and not from the shear.

**Temperature.** Take the lattice parameters to hold at 300 K, and assume rough expansion coefficients of $10\times10^{-6}$ and $3\times10^{-6}$ per kelvin for film and substrate. The coherent strain is then 1.14 % at 400 K and 0.79 % at 900 K. With $P$ held fixed, $e_\perp$ at 900 K is $-0.67\,\%$, about one third smaller in size than at 300 K.

**Thin film, thick substrate.** For a substrate 0.5 mm thick, the thickness ratio is $4\times10^{-6}$. By balance of force and moment, the substrate strain at the interface is this fraction of $e_\parallel$ times the ratio of film to substrate modulus $M$ (about 1.3 for silicon) and a factor 4 due to bending. This is about $2\times10^{-5}e_\parallel$ and is negligible. The film itself is a more serious matter: it has about 6.5 layers, and the two at its faces make up 31 % of it. If their spacing departed by a further 1 % from the continuum value, the average strain would shift by about 0.3 percentage points, nearly a third of $e_\perp$. The theorem describes the interior layers.

**Misfit dislocations.** Let parallel edge dislocations with in-plane Burgers length $b$ lie a distance $p$ apart. They relieve a mean strain $b/p$ in one direction. The first of them release an energy $\sigma_\parallel hb/p$ per area, or $Me_\parallel hb$ per length of line.

The cost is estimated from isotropic elasticity, with the standard shear stress $Gb/[2\pi(1-\nu)r]$ on the glide plane taken as given. Creating the slip $b$ against a stress that builds up in proportion costs half the final stress times $b$. Integrating over $r$ gives $Gb^2/[4\pi(1-\nu)]$ times a logarithm. With $\ln(h/b)+1$ for that factor, where the 1 is an assumed core term, cost and gain balance at
$$e_\parallel=\frac{Gb[\ln(h/b)+1]}{4\pi(1-\nu)Mh}. \tag{15}$$

The Voigt values are $G=66$ GPa and $\nu=0.328$. For a perfect dislocation, $b=a_f/\sqrt2=0.379$ nm, and the full mismatch meets this balance at $h=2.3$ nm. For a partial, $b=a_f/\sqrt6=0.219$ nm, and it does so at 1.4 nm. The energy of any stacking fault or interface step that accompanies a partial is left out.

Taken literally, these values make the 2 nm film stable against perfect dislocations but not against partials. The estimate is good only to order of magnitude, however, so it does not decide either case. Raising the assumed core term from 1 to 2, for example, moves the two thicknesses to 3.5 and 2.0 nm. The estimate indicates only that full coherence at 2 nm cannot be taken for granted. If partials formed until (15) held in all in-plane directions, $e_\parallel$ would drop to about 0.9 % and $e_\perp$ to about $-0.8\,\%$. Under such even relief the mean strains keep the ratio $P$, although both shrink.

## Relation to real silicide contacts

The parameters lie in the rough regime of cobalt disilicide on silicon(111), a cubic silicide whose lattice parameter is about one percent smaller than silicon's. The elastic constants are rounded and should be replaced by measured or calculated ones before a particular film is analysed. A calculated $C_{44}$ must include relaxation of the atoms inside the cell, because the trigonal strain (5) shifts the two silicon sublattices of the fluorite structure along $n$, whereas $B$ is not affected. The difference can be large. In a model of unstressed central springs the clamped value obeys $C_{44}=C_{12}$, and 140 GPa in place of 80 GPa would give $P=2(510-280)/(510+560)=0.43$. For a slab calculation, both lattice parameters should be computed with the same method as the slab, because the mismatch is a small difference between them and is sensitive to errors in either. A thickness of 2 nm is small for a contact layer. At 10 nm or more the film is well beyond both estimated critical thicknesses, and full coherence is the assumption most likely to break. The in-plane strain should then be measured or computed separately. If it is still equal in all in-plane directions, it can be inserted in (2) in place of the full mismatch. If it is unequal, (2) still gives the normal strain when $e_\parallel$ is the mean of the two in-plane principal strains: by (8), a traceless in-plane strain has $n\cdot\sigma n=0$, and by (9) the normal and shear parts of $w$ do not couple. Unless the crystal is isotropic, an out-of-plane shear then appears as well, and the theorem does not give it. For the 2 nm example, this loss of coherence could lower both strains by roughly a quarter. In a thicker film the reduction at balance is larger, because the right side of (15) falls as $h$ grows. The program prints the remaining values.

## Calculated quantities

```
C11, C12, C44: 230, 140, 80 GPa
lattice parameter film, substrate: 0.5365, 0.5430 nm
film thickness: 2.0 nm
C11+2C12: 510 GPa
largest error of P, 200 random crystals: 8.9e-16
in-plane strain e_par: 1.212 %
ratio P on (111): 0.8434
out-of-plane strain e_perp: -1.022 %
volume strain 2 e_par + e_perp: 1.401 %
modulus M on (111): 294.9 GPa
in-plane stress: 3.57 GPa
(111) spacing, unstrained film: 0.30975 nm
(111) spacing, strained film: 0.30658 nm
(111) spacing, substrate: 0.31350 nm
film spacing relative to substrate: -2.207 %
cube-edge angle, first order: 90.853 deg
cube-edge angle, from edge vectors: 90.846 deg
ratio P on (001), same constants: 1.2174
e_perp if (001) ratio were used: -1.475 %
C44 that would make film isotropic: 45 GPa
ratio P on (111) with that C44: 1.2174
Voigt shear modulus: 66.0 GPa; Poisson ratio: 0.3281
ratio P from Voigt Poisson ratio: 0.9767
shifted C11, C12: 250, 130 GPa
P after shift, (111), (001): 0.8434, 1.0400
e_perp with finite-strain energy: -1.033 %
assumed relative change of constants: 6.1 %
range of P from that change: 0.756 to 0.928
P for miscut -4, +4 deg: 0.8480, 0.8472
largest tensor shear strain from miscut: 0.071 %
expansion film, substrate: 10, 3 1e-6/K
e_par at 400 K: 1.141 %
e_par at 900 K: 0.789 %
film/substrate thickness ratio: 4.0e-06
(111) layers in film: 6.5
share of layers at the two faces: 31 %
perfect dislocation, Burgers length: 0.379 nm
perfect dislocation, critical thickness: 2.34 nm
perfect dislocation, e_par left at balance: 1.21 %
partial dislocation, Burgers length: 0.219 nm
partial dislocation, critical thickness: 1.35 nm
partial dislocation, e_par left at balance: 0.93 %
```
